\section*{Quadrupole perturbation of angular correlations in powders for spin 5/2, part 1}

(Sections cited here and not found follow in the second part.)

A time-differential perturbed angular correlation spectrum from a powder has to be fitted with a function of time, and the fit returns a field gradient only after three choices have been made. One must decide which of the observed frequencies is the fundamental and how it converts to the product $QV_{zz}$, whether the amplitudes of the lines are fixed or left free, and whether a constant offset in the anisotropy belongs to the nuclear signal or to the background. For an intermediate level of spin $I=5/2$ in a static, axially symmetric electric field gradient with randomly oriented axes, all three are settled by one formula for the rank-2 perturbation factor,
\begin{equation}
G_{22}(t)=\frac15+\frac{13}{35}\cos\omega_0t+\frac{10}{35}\cos2\omega_0t+\frac{5}{35}\cos3\omega_0t,\qquad \omega_0=\frac{3eQV_{zz}}{20\hbar}.
\label{eq:result}
\end{equation}
When the conditions of \eqref{eq:result} hold, the amplitudes are fixed numbers and the fit of $G_{22}$ has one free parameter, provided the time resolution of the detectors is short compared with $1/3\omega_0$ or is folded into the fit; a Gaussian time response of standard deviation $\sigma$ lowers the cosine at $n\omega_0$ by the factor $e^{-n^2\omega_0^2\sigma^2/2}$ at delays well beyond $\sigma$ and leaves the constant unchanged. The constant $1/5$, called the hard core, is part of the nuclear signal, and subtracting it as background leaves only four fifths of the true rank-2 anisotropy at zero delay, so that amplitudes normalized to that value come out wrong. When the conditions fail, the frequency ratios, the amplitudes or the constant may change, and the derivation shows which condition each of them rests on.

The nucleus is a charge distribution $\rho_c(\mathbf r)$ in the potential $V(\mathbf r)$ of its surroundings. The second-order term of the Taylor expansion of $V$ about the nuclear centre gives the energy $\tfrac12\sum_{ij}V_{ij}\int\rho_c\,x_ix_j\,d^3r$ with $V_{ij}=\partial_i\partial_jV$. The trace part of $V_{ij}$ multiplies $\int\rho_cr^2d^3r$, which is a scalar and shifts all magnetic substates alike, so it is dropped and $V_{ij}$ is taken traceless. A term proportional to $\delta_{ij}$ can then be added under the integral at no cost, and the energy becomes
\begin{equation}
H=\frac16\sum_{ij}V_{ij}\,\hat Q_{ij},\qquad \hat Q_{ij}=\int\rho_c\,(3x_ix_j-r^2\delta_{ij})\,d^3r .
\end{equation}
Hyperfine energies are far smaller than nuclear level spacings, so only the matrix of $\hat Q_{ij}$ within the six states $|m\rangle$ of the level is needed.

That matrix follows from a uniqueness property used several times below. With spin operators in units of $\hbar$ and $I_\pm=I_x\pm iI_y$, a set of operators $T_{kq}$, $q=-k,\dots,k$, is a spherical tensor of rank $k$ if
\begin{equation}
[I_z,T_{kq}]=q\,T_{kq},\qquad [I_\pm,T_{kq}]=\sqrt{k(k+1)-q(q\pm1)}\;T_{k,q\pm1}.
\label{eq:tensor}
\end{equation}
The first relation says that $T_{kq}$ raises $m$ by $q$. The top component obeys $[I_+,T_{kk}]=0$. With $t_m=\langle m+k|T_{kk}|m\rangle$ and $c_m=\langle m+1|I_+|m\rangle=\sqrt{I(I+1)-m(m+1)}$, the matrix element of this commutator between $\langle m+k+1|$ and $|m\rangle$ reads $c_{m+k}t_m-t_{m+1}c_m=0$. Since $c_m\neq0$ for $-I\le m<I$, all $t_m$ follow from the first one. The operator $I_+^k$ satisfies the same conditions, so $T_{kk}\propto I_+^k$, and the other components follow by commutation with $I_-$. Within one level there is thus one tensor of each rank $k\le 2I$, up to a factor; this is the Wigner--Eckart theorem for the case at hand. The five independent components of $\hat Q_{ij}$ form a rank-2 tensor whose top component is proportional to $\int\rho_c(x+iy)^2d^3r$, and the symmetric traceless products of spin components form a rank-2 tensor in the same way, with top component $I_+^2$. Hence
\begin{equation}
\hat Q_{ij}=\kappa\Big[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}I(I+1)\Big].
\end{equation}
The spectroscopic quadrupole moment is defined by $eQ=\langle m{=}I|\hat Q_{zz}|m{=}I\rangle=\kappa[3I^2-I(I+1)]=\kappa\,I(2I-1)$. Because $V_{ij}$ is symmetric and traceless, the two orderings contribute equally and the $\delta_{ij}$ term drops out:
\begin{equation}
H=\frac16\,\kappa\cdot3\sum_{ij}V_{ij}I_iI_j=\frac{eQ}{2I(2I-1)}\sum_{ij}V_{ij}I_iI_j .
\label{eq:Hcart}
\end{equation}
An axial gradient with symmetry axis $\mathbf n$ and principal value $V_{zz}$ along it has the values $-V_{zz}/2$ along the two perpendicular directions, that is $V_{ij}=\tfrac12V_{zz}(3n_in_j-\delta_{ij})$. Then
\begin{equation}
H=\hbar\omega_Q\big[3(\mathbf I\cdot\mathbf n)^2-I(I+1)\big],\qquad \omega_Q=\frac{eQV_{zz}}{4I(2I-1)\hbar}=\frac{eQV_{zz}}{40\,\hbar}\quad(I=\tfrac52).
\label{eq:Hax}
\end{equation}
With $m$ quantized along $\mathbf n$, the energies are $E_m=\hbar\omega_Q d(m)$, where $d(m)=3m^2-35/4$ equals $-8,-2,+10$ for $|m|=\tfrac12,\tfrac32,\tfrac52$. The stretched state lies at $10\hbar\omega_Q=eQV_{zz}/4$, which agrees with the classical energy of an axial charge distribution along $\mathbf n$, $\tfrac16[V_{zz}eQ+2(-V_{zz}/2)(-eQ/2)]=eQV_{zz}/4$. The three splittings are $6$, $12$ and $18$ in units of $\hbar\omega_Q$. With $\omega_0=6\omega_Q=3eQV_{zz}/20\hbar$ they are $\omega_0,2\omega_0,3\omega_0$. In terms of the coupling constant $\nu_Q=eQV_{zz}/h$, $\omega_0=(3\pi/10)\nu_Q$. The ratios $1:2:3$ are fixed at this point; the amplitudes require the theory of the correlation.

The cascade runs from an unoriented level $I_i$ through the level $I$ to a level $I_f$. The first photon is detected along the unit vector $\mathbf k_1$ at time zero, the second along $\mathbf k_2$ at time $t$, and neither polarization is observed. Take the quantization axis along $\mathbf k_1$. In a pure multipole transition of order $L_1$ the state $|I_im_i\rangle$ decays to $\sum\langle Im;L_1\mu|I_im_i\rangle|Im\rangle|L_1\mu\rangle$, where $|L_1\mu\rangle$ is the photon state, because the total angular momentum is conserved. A photon moving along the axis has angular momentum projection equal to its helicity $\lambda=\pm1$, so detection along the axis selects $\mu=\pm1$, and parity conservation gives the two helicities amplitudes of equal modulus. The sums over the unobserved $m_i$ and $\lambda$ are incoherent, and each pair $(m_i,\lambda)$ feeds the single substate $m=m_i-\lambda$. The density matrix $\rho(0)$ of the intermediate level is therefore diagonal along $\mathbf k_1$, with populations
\begin{equation}
p_1(m)\propto\sum_{\lambda=\pm1}\langle Im;L_1\lambda|I_i,m+\lambda\rangle^2 .
\label{eq:p1}
\end{equation}
The same argument with the axis along $\mathbf k_2$ shows that the probability of emitting the second photon into the detector is the expectation value of an efficiency operator $\varepsilon$, diagonal along $\mathbf k_2$, with elements
\begin{equation}
p_2(m)\propto\sum_{\lambda=\pm1}\langle I_f,m-\lambda;L_2\lambda|Im\rangle^2 .
\label{eq:p2}
\end{equation}
A squared Clebsch--Gordan coefficient is unchanged when all projections are reversed, and the sums contain both helicities, so $p_1$ and $p_2$ are even in $m$. Mixed multipoles change the values of $p_1$ and $p_2$ but not these two properties, since diagonality rests on the projection rule and evenness on parity. The total decay rate is the same for all substates, so the factor $e^{-t/\tau}$ separates, and what remains of the coincidence rate is
\begin{equation}
W=\operatorname{Tr}\big[U\rho(0)U^\dagger\varepsilon\big],\qquad U=e^{-iHt/\hbar},
\label{eq:W}
\end{equation}
for a gradient that is constant in time.

The tensors $T_{kq}$ with $k=0,\dots,5$ are now normalized by $\operatorname{Tr}[T_{kq}T_{kq}^\dagger]=1$. They are mutually orthogonal in this trace product. Different $q$ occupy different diagonals of the matrix. Different $k$ belong to different eigenvalues $k(k+1)$ of the map $A\mapsto\sum_i[I_i,[I_i,A]]$, which is Hermitian in the trace product; the relations \eqref{eq:tensor} are those of angular momentum states $|kq\rangle$ under the maps $[I_i,\cdot\,]$, which also shows that all components of one tensor have the same norm. There are $1+3+5+7+9+11=36$ of them, a basis for all $6\times6$ matrices, and the six $T_{k0}$ are a basis for the diagonal ones. The phase is chosen so that $T_{k0}$ is Hermitian, which by \eqref{eq:tensor} and its adjoint gives $T_{k,-q}=(-1)^qT_{kq}^\dagger$.

Let $T_{k0}(\mathbf k)$ be the operator $T_{k0}$ built with $\mathbf k$ as its axis. Since the $T_{kq}$ transform under rotations as the functions $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ do, and since the function $C_{k0}$ rotated to the axis $\mathbf k$ is $P_k(\mathbf k\cdot\mathbf r)=\sum_qC^*_{kq}(\mathbf k)C_{kq}(\mathbf r)$ by the addition theorem,
\begin{equation}
T_{k0}(\mathbf k)=\sum_qC^*_{kq}(\mathbf k)\,T_{kq}=\sum_qC_{kq}(\mathbf k)\,T^\dagger_{kq}.
\label{eq:dir}
\end{equation}
The second form is the adjoint of the first. For $k=2$ the relation is verified explicitly below. Reversing the axis exchanges $m$ and $-m$, and $C_{kq}(-\mathbf k)=(-1)^kC_{kq}(\mathbf k)$, so the diagonal of $T_{k0}$ has parity $(-1)^k$ in $m$. The even functions $p_1,p_2$ contain only $k=0,2,4$. With both normalized to mean value 1 over the six substates,
\begin{equation}
\rho(0)=\frac16\Big[1+\sum_{k=2,4}a_kT_{k0}(\mathbf k_1)\Big],\qquad \varepsilon=1+\sum_{k=2,4}b_kT_{k0}(\mathbf k_2),
\end{equation}
where $a_k=\sum_mp_1(m)\langle m|T_{k0}|m\rangle$ and $b_k$ is the same sum with $p_2$. In \eqref{eq:W} the product of the unit operators gives 1. The terms with a single $T_{k0}$ vanish, because $U$ cancels against $U^\dagger$ under the trace and $T_{k0}$, being orthogonal to the unit matrix, is traceless. Using the first form of \eqref{eq:dir} for $\mathbf k_1$ and the second for $\mathbf k_2$,
\begin{equation}
W=1+\frac16\sum_{kk'}a_kb_{k'}\sum_{qq'}C^*_{kq}(\mathbf k_1)\,C_{k'q'}(\mathbf k_2)\operatorname{Tr}\big[U\,T_{kq}\,U^\dagger\,T^\dagger_{k'q'}\big].
\label{eq:Wcrystal}
\end{equation}
This holds for one crystallite. It is convenient to refer all components to axes fixed in the crystallite, for then the trace is the same for every crystallite with the same gradient, and the orientation enters only through the directions $\mathbf k_1,\mathbf k_2$.

In a powder with uniformly distributed orientations, the pair $\mathbf k_1,\mathbf k_2$ seen from the crystallite is a rigid pair with fixed angle $\theta$: $\mathbf k_1$ is uniform on the sphere, and for given $\mathbf k_1$ the azimuth $\phi$ of $\mathbf k_2$ about it is uniform. The azimuthal average is done first. A harmonic of degree $k'$ remains one in any rotated frame, so in polar coordinates about $\mathbf k_1$ one has $C_{k'q'}(\mathbf k_2)=\sum_p\alpha_pC_{k'p}(\theta,\phi)$ with coefficients that depend on $\mathbf k_1$ only. Each term carries $e^{ip\phi}$, so the average over $\phi$ leaves $\alpha_0P_{k'}(\cos\theta)$. Setting $\theta=0$ in the expansion, where $C_{k'p}=\delta_{p0}$ and $\mathbf k_2=\mathbf k_1$, gives $\alpha_0=C_{k'q'}(\mathbf k_1)$. The average over $\mathbf k_1$ is then the orthogonality integral of spherical harmonics, $(4\pi)^{-1}\int C^*_{kq}C_{k'q'}\,d\Omega=\delta_{kk'}\delta_{qq'}/(2k+1)$, and
\begin{equation}
\big\langle C^*_{kq}(\mathbf k_1)C_{k'q'}(\mathbf k_2)\big\rangle=\delta_{kk'}\delta_{qq'}\frac{P_k(\cos\theta)}{2k+1}.
\end{equation}
The terms with $k\neq k'$ disappear, and time and angle separate within each rank:
\begin{align}
W(\theta,t)&=1+A_{22}G_{22}(t)P_2(\cos\theta)+A_{44}G_{44}(t)P_4(\cos\theta),\qquad A_{kk}=\frac{a_kb_k}{6},\label{eq:Wpowder}\\
G_{kk}(t)&=\frac1{2k+1}\sum_q\operatorname{Tr}\big[U\,T_{kq}\,U^\dagger\,T_{kq}^\dagger\big]
=\frac1{2k+1}\sum_q\sum_{ab}\big|\langle a|T_{kq}|b\rangle\big|^2\cos\frac{(E_a-E_b)t}{\hbar}.\label{eq:G}
\end{align}
In the last form $|a\rangle,|b\rangle$ are eigenstates of $H$. Inserting them gives $\langle a|T_{kq}|b\rangle\langle b|T^\dagger_{kq}|a\rangle e^{-i(E_a-E_b)t/\hbar}$, and since $|\langle a|T_{k,-q}|b\rangle|=|\langle b|T_{kq}|a\rangle|$, the terms $q$ and $-q$ carry opposite phases with equal weights and combine to cosines. The normalization gives $G_{kk}(0)=1$, with each value of $q$ contributing $1/(2k+1)$. The $A_{kk}$ contain only the spins, the multipolarities and, for mixed transitions, the mixing ratios, and the $G_{kk}$ only the level $I$ and its Hamiltonian. Nothing so far uses axial symmetry, so \eqref{eq:G} holds for any static $H$ fixed in the crystallite. As only cosines appear, $H\to-H$ leaves $G_{kk}$ unchanged, and the sign of $QV_{zz}$ cannot be found from this experiment.

The average is essential. In a single crystal with $\mathbf n$ parallel to $\mathbf k_1$, $\rho(0)$ is diagonal in the eigenbasis of \eqref{eq:Hax}, commutes with $U$, and the correlation is not perturbed at all. A textured sample must be treated with \eqref{eq:Wcrystal} and its own distribution of axes; the frequencies stay, the amplitudes change. The constant can then lie above or below its powder value: the term $k=k'=2$, $q=q'=0$ carries the factor $C_{20}(\mathbf k_1)$, which vanishes when $\mathbf n$ makes with $\mathbf k_1$ the angle at which $P_2=0$.

For $k=2$ the tensors are built from the top component. For $I=5/2$, $c_m^2=35/4-m(m+1)$ takes the values $5,8,9,8,5$ for $m=-\tfrac52,\dots,\tfrac32$. The squared elements of $I_+^2$ are $c_m^2c_{m+1}^2$, that is $40,72,72,40$ for $m=-\tfrac52,\dots,\tfrac12$, with sum 224, so $T_{22}=I_+^2/\sqrt{224}$. With $[I_-,I_+]=-2I_z$ one finds $[I_-,I_+^2]=-2(I_zI_++I_+I_z)$, and \eqref{eq:tensor} requires $[I_-,T_{22}]=\sqrt{6-2}\,T_{21}=2T_{21}$, so $T_{21}=-(I_zI_++I_+I_z)/\sqrt{224}$. One more step uses $[I_-,I_z]=I_-$ and $I_+I_-+I_-I_+=2(\mathbf I^2-I_z^2)$:
\begin{equation}
[I_-,I_zI_++I_+I_z]=(I_-I_+-2I_z^2)+(-2I_z^2+I_+I_-)=-2\,(3I_z^2-\mathbf I^2).
\end{equation}
Equating $[I_-,T_{21}]=2(3I_z^2-\mathbf I^2)/\sqrt{224}$ to $\sqrt6\,T_{20}$ gives the factor $2/\sqrt{6\cdot224}=1/\sqrt{336}$, and indeed $\sum_md(m)^2=2(64+4+100)=336$. Collected,
\begin{equation}
T_{20}=\frac{3I_z^2-\frac{35}4}{\sqrt{336}},\qquad T_{21}=-\frac{I_zI_++I_+I_z}{\sqrt{224}},\qquad T_{22}=\frac{I_+^2}{\sqrt{224}} .
\end{equation}
To verify \eqref{eq:dir}, write $\mathbf k=(x,y,z)$, $k_\pm=x\pm iy$, $k_+k_-=1-z^2$ and $\mathbf I\cdot\mathbf k=zI_z+\tfrac12(k_-I_++k_+I_-)$. Squaring,
\begin{align}
3(\mathbf I\cdot\mathbf k)^2-\mathbf I^2&=3z^2I_z^2+\tfrac32(1-z^2)(\mathbf I^2-I_z^2)-\mathbf I^2\nonumber\\
&\quad+\Big[\tfrac32zk_-(I_zI_++I_+I_z)+\tfrac34k_-^2I_+^2+\text{h.c.}\Big].
\end{align}
The first line equals $\tfrac12(3z^2-1)(3I_z^2-\mathbf I^2)$, which after division by $\sqrt{336}$ is $C_{20}T_{20}$. Since $336/224=3/2$, division of the other terms by $\sqrt{336}$ gives $-\sqrt{3/2}\,zk_-T_{21}$ and $\tfrac34\sqrt{2/3}\,k_-^2T_{22}=\sqrt{3/8}\,k_-^2T_{22}$, and the coefficients are the complex conjugates of $C_{21}=-\sqrt{3/2}\,zk_+$ and $C_{22}=\sqrt{3/8}\,k_+^2$.

The axial splittings are fixed at $\omega_0,2\omega_0,3\omega_0$, the powder average has separated time from angle within each rank, and the rank-2 tensors needed in \eqref{eq:G} have been constructed. It remains to evaluate the amplitudes in \eqref{eq:result}, to see how they and the hard core change when the conditions fail, and to work through a numerical example.
